# Onsager reciprocity and the two-terminal conductance of magnetic conductors

A conductor contains magnetic regions and spin-orbit coupling and lies in a magnetic field $\mathbf B$. Electrodes $j=1,2,\dots$ hold charges $Q_j$ at potentials $V_j$. The current from electrode $i$ into the device is $I_i=-dQ_i/dt$, and in linear response

$$I_i=\sum_j G_{ij}V_j .$$

Let $b$ stand for $\mathbf B$ and all magnetizations together, those inside the electrodes included; $-b$ means that every one of them is reversed. The problem asks what a measurement with two wires can tell about the sign of $b$.

These assumptions hold throughout. Without bias the system is in equilibrium at one temperature $T$ and one chemical potential $\mu$. The magnetizations act on the electrons as static exchange fields, which the small bias does not move. Reversal produces the exact reverse of the magnetic state, so hysteresis must not leave another domain pattern behind. Disorder and electrostatic potentials stay as they were.

## (a) How do the Hamiltonian and the currents behave under time reversal?

**Solution.** Time reversal $\Theta$ is antiunitary: it leaves positions alone, reverses momenta and spins, and turns $i$ into $-i$. For electrons of charge $-e$ with vector potential $\mathbf A$, the terms of $H$ transform as follows.

- Kinetic energy: $(\mathbf p+e\mathbf A)^2\to(-\mathbf p+e\mathbf A)^2=(\mathbf p-e\mathbf A)^2$. This is the same term with $\mathbf B$ reversed.
- Zeeman and exchange energies are linear in the spin $\boldsymbol\sigma$ and change sign, as they do when $\mathbf B$ and the magnetizations are reversed.
- Spin-orbit coupling: $\boldsymbol\sigma\cdot[\nabla U\times(\mathbf p+e\mathbf A)]\to\boldsymbol\sigma\cdot[\nabla U\times(\mathbf p-e\mathbf A)]$, because two signs cancel. Again only $\mathbf B$ is reversed.
- Potentials and the Coulomb repulsion depend on positions and do not change. Lattice vibrations may be included: the kinetic energy of the ions, like that of the electrons, keeps its form with $\mathbf B$ reversed.

Hence

$$\Theta H(b)\Theta^{-1}=H(-b),\qquad \Theta Q_j\Theta^{-1}=Q_j .$$

The Heisenberg equation gives the current operator $I_j(b)=-\frac{i}{\hbar}[H(b),Q_j]$. Since $\Theta$ changes the sign of the prefactor $i$,

$$\Theta I_j(b)\Theta^{-1}=+\frac{i}{\hbar}[H(-b),Q_j]=-I_j(-b).$$

## (b) Express $G_{ij}$ through equilibrium current fluctuations.

**Solution.** Switch the potentials on slowly, with $H'(t)=\sum_jV_jQ_je^{\eta t}$ and $\eta>0$, and read the currents at $t=0$. The $Q_j$ commute with each other, so $H'$ adds nothing to the current operators. The unperturbed state is $\rho=e^{-\beta(H-\mu N)}/Z$, with $\beta=1/k_BT$. It carries no current, because $\mathrm{Tr}(\rho[H,Q_i])=\mathrm{Tr}([\rho,H]Q_i)=0$.

To first order in $H'$ the equation of motion of the density matrix gives

$$I_i=-\frac{i}{\hbar}\sum_jV_j\int_0^\infty dt\,e^{-\eta t}\,\mathrm{Tr}\{[Q_j,\rho]\,I_i(t)\},$$

where $X(t)=e^{iHt/\hbar}Xe^{-iHt/\hbar}$ and $t$ is the time elapsed since the perturbation acted. The commutator follows from

$$\frac{d}{d\lambda}\left(e^{\lambda H}Q_je^{-\lambda H}\right)=e^{\lambda H}[H,Q_j]e^{-\lambda H}=i\hbar\,I_j(-i\hbar\lambda).$$

The last step uses $[H,Q_j]=i\hbar I_j$ and the definition of $X(t)$ at the imaginary time $t=-i\hbar\lambda$. Integrate from $0$ to $\beta$ and multiply by $\rho$ from the left. As $N$ commutes with $H$ and $Q_j$, $\rho e^{\beta H}Q_je^{-\beta H}=Q_j\rho$, so that

$$[Q_j,\rho]=i\hbar\,\rho\int_0^\beta d\lambda\,I_j(-i\hbar\lambda).$$

The prefactors multiply to $(-i/\hbar)(i\hbar)=1$, and

$$G_{ij}(b)=\int_0^\infty dt\,e^{-\eta t}\int_0^\beta d\lambda\,\langle I_j(-i\hbar\lambda)\,I_i(t)\rangle_b .$$

For the dc conductance the electrodes are made infinite first and then $\eta\to0$. In the opposite order the charges of a finite system would merely follow the slow ramp, and the current would vanish with $\eta$.

## (c) Derive the Onsager relation between $G_{ij}(b)$ and the reversed system.

**Solution.** For an antiunitary operator $\mathrm{Tr}(\Theta A\Theta^{-1})=(\mathrm{Tr}A)^*$. Since $\Theta\rho_b\Theta^{-1}=\rho_{-b}$, this gives

$$\langle A\rangle_b=\langle(\Theta A\Theta^{-1})^\dagger\rangle_{-b}.$$

Apply it to $A=I_j(-i\hbar\lambda)I_i(t)$. The real exponentials $e^{\pm\lambda H}$ keep their form, while $e^{\pm iHt/\hbar}$ exchange roles. With operators on the right belonging to $-b$,

$$\Theta A\Theta^{-1}=\left[-e^{\lambda H}I_je^{-\lambda H}\right]\left[-I_i(-t)\right].$$

The signs cancel. The adjoint reverses the order and turns $e^{\lambda H}I_je^{-\lambda H}$ into $e^{-\lambda H}I_je^{\lambda H}=I_j(i\hbar\lambda)$:

$$\langle I_j(-i\hbar\lambda)I_i(t)\rangle_b=\langle I_i(-t)\,I_j(i\hbar\lambda)\rangle_{-b}.$$

Equilibrium averages do not change when both time arguments are shifted equally, imaginary shifts included, because $\rho$ commutes with $H$. A shift by $t-i\hbar\lambda$ gives $\langle I_i(-i\hbar\lambda)I_j(t)\rangle_{-b}$. This is the integrand of $G_{ji}(-b)$, hence

$$G_{ij}(b)=G_{ji}(-b).$$

The relation holds at every $\eta$ and with interactions. Reversal exchanges the driven and the measured electrode, so it does not by itself make a transfer coefficient such as $G_{12}$ even.

A small interacting system shows this. Three sites form a ring; sites 1 and 2 serve as electrodes and site 3 as the device. In units where $\hbar$, the carrier charge and the hopping strength are 1, hopping from site $s$ to the next has the amplitude $-e^{i/3}(\cos0.6-i\sin0.6\;\mathbf n_s\cdot\boldsymbol\sigma)$, with $\mathbf n_1=(1,0,0)$, $\mathbf n_2=(0,1,0)$, $\mathbf n_3=(0.6,0,0.8)$. The total flux phase is thus 1. The site energies are $0.2,-0.3,0$. Exchange fields $(0.2,0.5,0.3)$ and $(0.6,-0.1,0.2)$ couple to $\boldsymbol\sigma$ on sites 1 and 2. Two electrons on one site repel with energy 2. There are three electrons, $\beta=2$ and $\eta=0.5$. The fixed electron number does not affect the proof, since $H$ and $Q_j$ conserve it.

Stepwise integration of the density matrix under a small ramped potential gives

$$G_{12}(b)=-0.0244,\quad G_{21}(-b)=-0.0244,\quad G_{12}(-b)=-0.0279,$$

and $G_{11}=0.0702$ for both signs of $b$. The transfer coefficient is not even; the diagonal one is.

## (d) Prove that a dc measurement with two electrodes gives the same conductance for $b$ and $-b$.

**Solution.** Total charge is conserved, so the currents leaving the electrodes charge the device: $\sum_iI_i=dQ_D/dt$. During the ramp the response of $Q_D$ grows as $e^{\eta t}$, and therefore

$$\sum_iG_{ij}(b)=\eta\,\frac{\partial Q_D}{\partial V_j}.$$

A finite device has a finite charge response, so the right side vanishes as $\eta\to0$. Each column of $G$ then sums to zero, for either sign of $b$. The Onsager relation carries this over to the rows:

$$\sum_jG_{ij}(b)=\sum_jG_{ji}(-b)=0 .$$

Equal potentials on all electrodes thus drive no dc current. For two electrodes the columns give $G_{21}=-G_{11}$ and $G_{12}=-G_{22}$, and the first row gives $G_{12}=-G_{11}$. One number $G$ remains:

$$G_{11}=G_{22}=-G_{12}=-G_{21}=G,\qquad I_1=G\,(V_1-V_2)=-I_2 .$$

The Onsager relation with $i=j=1$ now completes the proof:

$$G(b)=G_{11}(b)=G_{11}(-b)=G(-b).$$

No spatial symmetry, spin conservation or phase coherence was used.

The ring shows why dc matters. There $G_{21}(b)=G_{12}(-b)=-0.0279$, and the first column sums to $0.0702-0.0279=0.0423$. This current charges site 3. At finite ramp rate, or finite frequency, the device acts as a store of charge and the two transfer coefficients need not be even.

Two limits follow. Without magnetization $G(\mathbf B)=G(-\mathbf B)$. With one magnet and no field $G(\mathbf M)=G(-\mathbf M)$, so a linear two-terminal measurement cannot read a single magnet by the sign of its magnetization. If $G$ can be expanded in small $B$ and $M$, terms linear in $B$ alone or in $M$ alone are absent, but products such as $BM$, or $M_1M_2$ for two magnets, are allowed. Reversing one of the two, or one of two magnets, may therefore change $G$.

## (e) What happens if a third electrode floats, or is grounded?

**Solution.** A floating electrode carries no net current. From $I_3=0$, with $G_{33}\neq0$,

$$V_3=-\frac{G_{31}V_1+G_{32}V_2}{G_{33}} .$$

Insert this in $I_1$:

$$I_1=\left(G_{11}-\frac{G_{13}G_{31}}{G_{33}}\right)V_1+\left(G_{12}-\frac{G_{13}G_{32}}{G_{33}}\right)V_2 .$$

The two brackets add to $G_{11}+G_{12}-G_{13}(G_{31}+G_{32})/G_{33}$. The zero row sums turn this into $-G_{13}+G_{13}=0$. So $I_1=G_{\rm fl}(V_1-V_2)$ with

$$G_{\rm fl}=G_{11}-\frac{G_{13}G_{31}}{G_{33}} .$$

Reversal of $b$ exchanges $G_{13}$ and $G_{31}$, whose product stays the same, while $G_{11}$ and $G_{33}$ are even. Hence $G_{\rm fl}$ is even. Such a probe absorbs electrons and returns them without phase memory, so this is also a model of dephasing.

With electrodes 2 and 3 both grounded, the current arriving at electrode 2 is $-I_2=-G_{21}V_1$. Reciprocity gives only $G_{21}(b)=G_{12}(-b)$, so this current need not be even. The current $I_1=G_{11}V_1$ leaving electrode 1 still is.

## (f) Evaluate the conductances for a short spin-transistor channel.

Take a channel 108 nm long and 48 nm wide, with the Hamiltonian

$$H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x)+\frac{g\mu_B}{2}B\sigma_z+W(\mathbf r),$$

where $\hbar\mathbf k=\mathbf p+e\mathbf A$, $m=0.04\,m_e$, $\alpha=20$ meV nm, $g=-10$ and $B=1$ T normal to the plane. The Fermi energy is 20 meV above the two-dimensional band edge and $T=4.2$ K. The channel is a square lattice of 18 by 8 sites with spacing 6 nm. The wave function vanishes one spacing beyond the outer rows, so the transverse levels (3.2, 12.4 and 26.5 meV) are those of a hard-wall wire about 54 nm wide. $W$ is one random set of site energies between $-5$ and $5$ meV. Two semi-infinite electrodes of the same width have no disorder and no Rashba term $\alpha$, but an exchange term $h\,\mathbf m_j\cdot\boldsymbol\sigma$ with $h=3$ meV. Both $\mathbf m_j$ lie in the plane, $\mathbf m_1$ across the channel and $\mathbf m_2$ at 60° to it.

**Solution.** For independent electrons scattering elastically the conductances between different electrodes are

$$G_{ij}=-\frac{e^2}{h_{\rm P}}\int dE\left(-\frac{\partial f}{\partial E}\right)\mathrm{Tr}\left[\Gamma_i\mathcal G\,\Gamma_j\mathcal G^\dagger\right],$$

with Planck's constant $h_{\rm P}$, the Fermi function $f$, the lattice Green's function $\mathcal G$ and the electrode coupling matrices $\Gamma_j$. These were evaluated numerically, separately for each sign choice:

- $G(+B,+M)=G(-B,-M)=3.805\;e^2/h_{\rm P}$
- $G(+B,-M)=G(-B,+M)=3.819\;e^2/h_{\rm P}$

With $e^2/h_{\rm P}=38.74$ µS the first value is $3.805\times38.74=147.4$ µS. A clean, nonmagnetic wire of this width at $B=0$ and $\alpha=0$ has four open modes, spin included, and $G=4\,e^2/h_{\rm P}$; the channel is close to that.

Reversing both magnets at fixed $B$ changes $G$ by $0.0139\,e^2/h_{\rm P}$, or 0.37 percent. This needs the Rashba term: without it, a spin rotation by 180° about the field axis would reverse both in-plane magnetizations and leave the rest of $H$ alone. Reversing magnet 2 alone at fixed $B$ gives $3.782\,e^2/h_{\rm P}$, a drop of 0.62 percent. With the field and magnet 1 held fixed as references, the sign of magnet 2 is thus readable. With magnet 2 removed and $B=0$, $G=3.828\,e^2/h_{\rm P}$ for both signs of $\mathbf m_1$.

Now attach a third electrode to five neighbouring sites on one edge near the middle, modelled by an energy-independent self-energy of $-5i$ meV on each. In units of $e^2/h_{\rm P}$:

- Floating: $G_{\rm fl}=3.623$ for $b$ and for $-b$.
- Grounded: $-G_{21}(b)=3.234$ but $-G_{21}(-b)=3.520$, while $-G_{12}(-b)=3.234$ as reciprocity requires.

The leak produces a difference of 0.286, about twenty times the effect of reversing $M$ alone in this sample. That ratio is not general: the small change on reversing $M$ depends strongly on the particular set of random site energies. A plausible but untested reason is that the field bends the electrons towards the leaking edge for one sign of $b$ and away from it for the other. With one magnet at $B=0$ the grounded probe gives a difference of only $7\times10^{-5}$, which fits this picture. An apparent violation of the two-terminal rule can thus come from an unnoticed current path.

## (g) How far do imperfect reversal and finite bias spoil the equality here?

**Solution.** If magnet 2 ends 5° away from its reversed direction, towards a larger angle with magnet 1, $G(-b)$ differs from $G(b)$ by $-0.0028\,e^2/h_{\rm P}$, or 0.07 percent. That is a fifth of the change on reversing $M$ alone. Canting by the field does no such harm if it reverses too: with both magnets tilted 30° towards $\mathbf B$, $G=3.790\,e^2/h_{\rm P}$ for both signs of $b$.

At finite bias the channel potential itself responds to the current. Let the levels of electrode 1 shift by $w$ and those of the channel by a uniform amount $U$. If electrode $j$ supplies the density of states $\nu_j$ in the channel, neutrality requires approximately

$$\nu_1(w-U)-\nu_2U=0,\qquad U=u\,w,\qquad u=\frac{\nu_1}{\nu_1+\nu_2}.$$

This neglects changes of the channel states caused by the shifted electrode bands. At any fixed potential the two-terminal transmission is even, but $u$ need not be. To leading order the ratio $I/V$ then differs between $b$ and $-b$ by

$$\delta G\approx\frac{\partial G}{\partial U}\,[u(b)-u(-b)]\,w .$$

The scattering calculation gives $u=0.5003$ and $0.4991$, and a small shift of the channel levels gives $\partial G/\partial U\approx0.005\,e^2/h_{\rm P}$ per meV. At 0.1 mV, $w$ has magnitude 0.1 meV and

$$|\delta G|\approx0.005\times0.0012\times0.1\approx6\times10^{-7}\;e^2/h_{\rm P}.$$

This tiny value belongs to the uniform shift only. In a magnetic field the two electrodes fill opposite edges of the channel unequally, so the potential also varies across the channel, and this Hall-like part largely reverses with $b$. Imposing the same neutrality condition on each lattice site separately gives $|\delta G|\approx2\times10^{-4}\;e^2/h_{\rm P}$ at 0.1 mV, several hundred times more. That is still below the 0.0028 of a 5° error, but to leading order it grows in proportion to the bias.

The parameters are rough ones for an InAs quantum well, with a fairly strong Rashba coupling; the exchange field is an assumed value for electrodes magnetized by a neighbouring magnet. Metal contacts with an interface barrier would have another, usually smaller, conductance. For a gap of roughly 400 meV, band nonparabolicity changes the mass by about $2\times20/400=10$ percent, and the lattice misplaces the kinetic energy at the Fermi level by a few percent. Both errors affect the value of $G$ but not its evenness. At 300 K the thermal energy is 1.3 times the Fermi energy, so the numbers above do not apply there. The equality does, provided the assumptions stated at the start still hold. If the magnetic state does not reverse perfectly, the equality can fail; the 5° case gives one example of the size of the error for this channel.
